# Why neon's second hyperpolarizability needs diffuse d and f functions

**One electron, solved through second order**

Take one electron bound to a charge $Z$, in its ground state $\psi_0\propto e^{-Zr}$, and apply a uniform field $F$ along $z$. In Hartree atomic units, used throughout, the electron's charge is $-1$, so the field adds $+Fz$ to the Hamiltonian. For a spherical atom the energy is even in $F$:

$$E(F)=E_0+E_2F^2+E_4F^4+\dots,\qquad \alpha=-2E_2,\quad \gamma=-24E_4 .$$

Write the first- and second-order wavefunctions, with $c=\cos\theta$, as

$$\psi_1=f_1(r)\,c\,e^{-Zr},\qquad \psi_2=\left[g_0(r)+g_2(r)P_2(c)\right]e^{-Zr}.$$

Let $H_0-E_0$ act on $r^n e^{-Zr}$ times an angular function of momentum $l$. The Coulomb term and the constant $Z^2/2$ cancel against parts of the kinetic energy. What is left multiplies $r^n$ by a simple rule:

$$r^n\;\to\; Zn\,r^{n-1}+\tfrac12\left[l(l+1)-n(n+1)\right]r^{n-2}.$$

The first-order equation $(H_0-E_0)\psi_1=-z\psi_0$ has source $-r$ in the $l=1$ channel. Try $f_1=ar+br^2$. The terms in $r$ give $2Zb=-1$, and the constants give $Za-2b=0$. Hence

$$f_1=-\frac{r}{Z^2}-\frac{r^2}{2Z}.$$

The second-order equation is $(H_0-E_0)\psi_2=-z\psi_1+E_2\psi_0$. Since $c^2=\tfrac13+\tfrac23P_2$, the source splits into $l=0$ and $l=2$. The highest power in each channel follows from the $r^3$ terms:

$$l=0:\;4Z\,a_4=\frac1{6Z},\qquad l=2:\;4Z\,d_4=\frac1{3Z}.$$

So $a_4=1/(24Z^2)$ and $d_4=1/(12Z^2)$. Far out,

$$\frac{\psi_2}{\psi_0}\to\frac{r^4}{Z^2}\left[\frac1{24}+\frac1{12}\cdot\frac{3c^2-1}{2}\right]=\frac12\left(-\frac{r^2c}{2Z}\right)^2 .$$

Two features of neon are already visible. Each order in the field opens a higher angular momentum, and each order multiplies the tail by another factor proportional to $r^2$.

**How the quartic energy divides**

Let $\psi_0$ be normalized, $K=H_0-E_0$, and insert the trial function $\psi_0+F\psi_1+F^2s$, with $s$ even under inversion and orthogonal to $\psi_0$, into the energy quotient. Its numerator, measured from $E_0$, contains

$$F^2\left[\langle\psi_1|K|\psi_1\rangle+2\langle\psi_0|z|\psi_1\rangle\right]+F^4\left[\langle s|K|s\rangle+2\langle\psi_1|z|s\rangle\right].$$

Odd powers vanish by parity. The first-order equation gives $\langle\psi_1|K|\psi_1\rangle=-\langle\psi_0|z|\psi_1\rangle$, so the first bracket is $\langle\psi_0|z|\psi_1\rangle=E_2$. The denominator is $1+F^2\langle\psi_1|\psi_1\rangle+\dots$, and dividing by it gives

$$E_4[s]=-E_2\langle\psi_1|\psi_1\rangle+2\langle\psi_1|z|s\rangle+\langle s|K|s\rangle .$$

The first term is positive, because $E_2<0$: taken alone, it lowers $\gamma$. The rest is minimized by $s=\psi_2$, where $\langle\psi_2|K|\psi_2\rangle=-\langle\psi_1|z|\psi_2\rangle$. Half of the linear term therefore survives, and $\gamma$ gains $-24\langle\psi_1|z|\psi_2\rangle>0$. The gain requires a good $\psi_2$. It also requires a good $\psi_1$ in the place where $\psi_2$ is large, since $z\psi_1$ is the source that drives $\psi_2$.

**The same structure in neon**

In Hartree-Fock theory, let each occupied orbital change as

$$\phi_i\to\phi_i+X_i,\qquad X_i=X_i^{(1)}F+X_i^{(2)}F^2+X_i^{(3)}F^3+\dots,$$

with $X_i$ orthogonal to all field-free occupied orbitals. The field, together with the change it induces in the mean field, obeys these selection rules for the $2s$ and $2p$ electrons:

- First order: $s\to p$ and $p\to s,d$.
- Second order: $s\to s,d$ and $p\to p,f$.
- Third order: g functions enter for the first time, from $2p$.

The Hartree-Fock energy is stationary at the true orbitals. An error of order $F^3$ in the orbitals therefore changes the energy at order $F^6$. It follows that $X^{(1)}$ and $X^{(2)}$ fix $\gamma$, and that $l\le3$ suffices. For $\alpha$, $X^{(1)}$ and $l\le2$ suffice. The f functions are the one new angular channel of the fourth-order energy.

The numbers bear this out. On doubling the field from 0.01 to 0.02 a.u., the d, f and g amplitudes grow with powers 1.001, 2.001 and 3.000. Adding two g shells to a d-aug-cc-pVTZ set changes $\gamma$ by 0.0004 a.u.

With $X^{(1)}$ held fixed, the quartic energy is again a quadratic function of the second-order change $s$:

$$E_4[s]=A+b\cdot s+\tfrac12\,s\cdot H\cdot s .$$

At the minimum $H\cdot s=-b$, so $E_4=A+\tfrac12b\cdot X^{(2)}$. The linear term is a sum over channels $k$, which gives

$$\gamma=-24A-12\sum_k b_k\cdot X^{(2)}_k .$$

A large uncontracted s, p, d, f basis gives $\alpha=2.376$ and $\gamma=68.9$ a.u., the latter equal to $4.30\times10^{-63}\ \mathrm{C^4\,m^4\,J^{-3}}$. The last digit of $\gamma$ is not converged: a larger s, p, d, f basis leaves $\alpha$ at 2.376 but raises $\gamma$, the $p\to p$ term below and the value without f functions each by about 0.1 a.u. The split, in a.u., is

$$\gamma\approx\underbrace{-8.4}_{\text{first order alone}}+\underbrace{60.8}_{p\to p}+\underbrace{15.3}_{p\to f}+\underbrace{1.2}_{s\to s}+\underbrace{0.05}_{s\to d}=68.9 .$$

The first-order term has the sign found for one electron. The largest channel ends in p, not in d or f. The d functions matter as an intermediate step. The first-order change $2p\to d$ is the route to f in second order, and one of the routes back to p. The $p\to p$ channel is also driven, to a somewhat larger extent, by the first-order change $2p\to s$: of its roughly 61 a.u., about 36 trace to $2p\to s$ and about 27 to $2p\to d$, while $2s\to p$ and the remaining terms give small negative amounts. As a final second-order channel, d contributes almost nothing.

Deleting all f functions leaves $X^{(1)}$ and $\alpha$ untouched and narrows the minimization over $s$, so $\gamma$ can only fall. It falls from 68.9 to 53.5 a.u., a loss of 22%. The loss of 15.4 a.u. is close to the f share of 15.3 a.u. The two would coincide if $H$ did not couple f to the other channels.

**Where the energy sits**

Because the energy is stationary and the basis does not depend on the field, the induced dipole is $\mu=-dE/dF=-\int z\rho\,d^3r$, with $\rho$ the electron number density. Its cubic coefficient is $\mu_3=-4E_4=\gamma/6$. The radial integrand of $\mu_3$ thus gives a map of the fourth-order energy. Other radial partitions are possible; this one follows the charge that is displaced.

A tail estimate shows where to expect it. Far outside the neon core, the net charge seen by a $2p$ electron tends to one, and $\phi\sim r^{1/\kappa-1}e^{-\kappa r}$ with $\kappa=\sqrt{-2\varepsilon_{2p}}$. Let the $n$th-order orbital be $u_n\phi$. At large $r$ the leading part of the perturbation equation, with changes in the mean field neglected, is

$$\kappa\,\frac{du_n}{dr}\approx-r c\,u_{n-1},\qquad\text{so}\qquad u_n\approx\frac1{n!}\left(-\frac{r^2c}{2\kappa}\right)^n .$$

For $\kappa=Z$ and $n=1,2$ these are the leading terms of the solved model. The factors sum to an exponential. Squaring the orbital doubles the exponent, so the $n$th-order density carries $(-r^2c/\kappa)^n/n!$. The dipole integrand has a further $r$ from $z$ and $r^2$ from the volume element:

$$r^{2n}\cdot r\cdot r^2\cdot r^{2/\kappa-2}\,e^{-2\kappa r}=r^{2n+1+2/\kappa}\,e^{-2\kappa r}.$$

Setting its logarithmic derivative to zero gives

$$r_n=\frac{2n+1+2/\kappa}{2\kappa}.$$

With $\varepsilon_{2p}=-0.850$ hartree, $\kappa=1.304$ and $2/\kappa=1.53$. Then

$$r_1=\frac{4.53}{2.61}=1.74,\qquad r_3=\frac{8.53}{2.61}=3.27\ \text{bohr}.$$

The computed peaks lie near 1.8 bohr for $\alpha$ and 3.2 bohr for $\gamma$ (1.78 and 3.23 on a radial grid with a spacing of about 0.05 bohr; a finer grid and a larger basis move them inward to 1.75 and 3.17). Agreement this close is better than a leading-order estimate can promise, and is partly fortuitous. For hydrogen ($\kappa=1$) the same rule gives 2.5 and 4.5 bohr, while the exact peaks lie near 2.3 and 3.9 bohr, so the rule is 10 to 15% too far out there. In neon, screening of the nucleus is moreover not yet complete at $r_1$. Beyond 3 bohr lies 16% of $\alpha$ but 71% of $\gamma$. Inside 2 bohr the net contribution to $\gamma$ is under 1%. That is a statement about the integral: the integrand changes sign there, and a small negative inner part cancels a small positive outer part. For comparison, the occupied $2p$ density peaks at 0.63 bohr.

**What this asks of a basis set**

A Gaussian $r^le^{-\zeta r^2}$ has radial density $r^{2l+2}e^{-2\zeta r^2}$. Its maximum satisfies $(2l+2)/r=4\zeta r$, so

$$r_{\max}^2=\frac{l+1}{2\zeta}.$$

In aug-cc-pVTZ the outermost d function has $\zeta=0.386$ bohr$^{-2}$ and peaks at 1.97 bohr. That is close to the region that carries $\alpha$, though somewhat too far in: the first-order d orbital peaks near 2.1 bohr (2.08 to 2.11, depending on basis and grid), half of $\alpha$ lies beyond 2.03 bohr, and the 8% of $\alpha$ that this set misses is almost entirely d character further out. A second diffuse d, continuing the ratio of the two outermost exponents, has $\zeta=0.136$ and peaks at 3.32 bohr, in the region that carries $\gamma$.

The Hartree-Fock values follow this geometry:

- aug-cc-pVTZ: $\alpha=2.19$, $\gamma=28.3$ a.u.
- aug-cc-pVQZ: $\alpha=2.33$, $\gamma=38.6$ a.u.
- d-aug-cc-pVTZ: $\alpha=2.37$, $\gamma=57.3$ a.u.
- t-aug-cc-pVTZ: $\alpha=2.38$, $\gamma=66.5$ a.u.

Single augmentation at the triple-zeta level recovers 92% of the reference $\alpha$ but 41% of $\gamma$. Going to quadruple-zeta helps less than adding a second diffuse layer.

Removing one shell of that second layer at a time shows which ones matter. Without the second diffuse d, $\gamma$ drops from 57.3 to 31.2 a.u., almost back to the singly augmented value. Without the second f it drops to 53.1. Without the second s or p it drops by less than 1 a.u. The $p\to p$ channel is large, but the remaining p functions already describe it well.

The f functions show that double augmentation is not the end of the matter. The second-order f orbital peaks at 3.59 bohr (to within about 0.03 bohr, depending on basis and grid), which calls for

$$\zeta\approx\frac{4}{2\,(3.59)^2}=0.155\ \text{bohr}^{-2}.$$

The two outermost f functions of d-aug-cc-pVTZ have exponents 1.08 and 0.46 and peak at 1.36 and 2.08 bohr, both too far in. If all its f functions are replaced by a single one, the best exponent in a scan by factors of two is 0.16. That single shell gives $\gamma=66.7$ a.u., more than the 57.3 a.u. obtained with the full f set. Most of what d-aug-cc-pVTZ still lacks is therefore f character at the right distance. The third augmentation supplies it, with exponent $0.462^2/1.084=0.197$.

**Where the argument stops**

The ceiling $l\le3$ belongs to Hartree-Fock theory. With electron correlation the ceiling no longer holds in principle. Correlation also has a large effect within s, p, d and f functions alone: in d-aug-cc-pVTZ, second-order perturbation theory (MP2) raises $\gamma$ from 57.3 to 90.4 a.u. The demand for a second diffuse layer remains, since MP2 in aug-cc-pVTZ gives 40.3 a.u., less than half as much. Neither MP2 value is converged in basis or in correlation treatment, and the reference of 68.9 a.u. is a nonrelativistic Hartree-Fock value in a finite basis, not a prediction of the measured quantity.

For neon, then, the second diffuse d shell is the most important part of the second diffuse layer at the triple-zeta level (removing it lowers $\gamma$ from 57.3 to 31.2 a.u.), although d-aug-cc-pVTZ still lies 17% below the reference. Symmetry opens the f channel, and the calculation shows that deleting it costs 22% of the reference $\gamma$. The f functions must reach past 3 bohr, toward the 3.6 bohr peak of the second-order f orbital, which the doubly augmented triple-zeta set does not yet achieve. The full set of values is in the numerical output below.

## Numbers as computed

```
Neon, HF; Hartree atomic units (a.u.); fields [0.01 0.02 0.03] a.u.
Reference basis: 13s 9p 6d 5f, functions: 105
E0 = -128.54045 hartree
alpha = 2.3757 a.u.
gamma = 68.87 a.u. = 4.295e-63 C^4 m^4 J^-3
Without f: alpha = 2.3757, gamma = 53.45 a.u.
Split of gamma: first-order orbitals alone -8.43 a.u.
  second-order channel s->s: 1.17 a.u.
  second-order channel s->d: 0.05 a.u.
  second-order channel p->p: 60.80 a.u.
  second-order channel p->f: 15.30 a.u.
  sum of the split: 68.89 a.u.
2p energy = -0.8504 hartree, kappa = 1.3042 1/bohr
Dipole density peak: alpha 1.78, gamma 3.23 bohr
Tail guide for peak: alpha 1.74, gamma 3.27 bohr
Half-value radius: alpha 2.03, gamma 3.48 bohr
Share beyond 2 bohr: alpha 0.538, gamma 1.000
Share beyond 3 bohr: alpha 0.160, gamma 0.711
Share beyond 4 bohr: alpha 0.035, gamma 0.341
Orbital density peak, occupied 2p: 0.63 bohr
  first-order p->d: 2.11 bohr
  second-order s->d: 1.07 bohr
  second-order p->f: 3.59 bohr
f exponent predicted from this peak: 0.155 bohr^-2
  one f, exponent 0.08 bohr^-2: gamma = 62.71 a.u.
  one f, exponent 0.16 bohr^-2: gamma = 66.65 a.u.
  one f, exponent 0.32 bohr^-2: gamma = 60.28 a.u.
  one f, exponent 0.64 bohr^-2: gamma = 54.51 a.u.
  one f, exponent 1.28 bohr^-2: gamma = 52.85 a.u.
  one f, exponent 2.56 bohr^-2: gamma = 52.59 a.u.
TZ outer d exponent: aug 0.3860, d-aug 0.1359 bohr^-2
  their peak radii: 1.97, 3.32 bohr
TZ outer f exponent: aug 1.0840, d-aug 0.4619 bohr^-2
  their peak radii: 1.36, 2.08 bohr
aug-cc-pVDZ: alpha = 1.8319, gamma = 20.34 a.u.
d-aug-cc-pVDZ: alpha = 2.3535, gamma = 49.29 a.u.
aug-cc-pVTZ: alpha = 2.1939, gamma = 28.31 a.u.
aug-cc-pVQZ: alpha = 2.3290, gamma = 38.61 a.u.
d-aug-cc-pVTZ: alpha = 2.3747, gamma = 57.27 a.u.
t-aug-cc-pVTZ: alpha = 2.3752, gamma = 66.53 a.u.
d-aug-cc-pVTZ minus second diffuse s: gamma = 56.89 a.u.
d-aug-cc-pVTZ minus second diffuse p: gamma = 56.48 a.u.
d-aug-cc-pVTZ minus second diffuse d: gamma = 31.17 a.u.
d-aug-cc-pVTZ minus second diffuse f: gamma = 53.08 a.u.
Adding two g shells changes gamma by 0.0004 a.u.
Field power of d, f, g amplitudes: 1.001, 2.001, 3.000
MP2 gamma: aug-cc-pVTZ 40.32, d-aug-cc-pVTZ 90.40 a.u.
```
